**Angular-momentum thresholds in the Thomas-Fermi field**

The program tests the estimate \(Z_l=C(2l+1)^3\), with \(C=(8bM)^{-3/2}\), for the first occupation of angular momentum \(l\) in a neutral Thomas-Fermi atom. Here \(M\) is the maximum of \(x\chi(x)\), \(\chi\) is the screening function, and \(r=bxZ^{-1/3}\) in bohr. It asserts that inward and outward integrations give the same \(M\), that a direct search for the maximum of \(r^2p^2\) at \(Z_l\) returns \((l+1/2)^2\), and that the density and the angular-momentum distribution both integrate to \(Z\) electrons. It also asserts the curvature formula at the maximum and, at \(Z=10^8\), the harmonic zero-point term to within 2 percent. For d and f electrons, diagonalizing the ordinary radial Hamiltonian in a finite box gives no negative energy at \(Z_l\) or 3 percent below the computed onset, and a negative one 3 percent above it. The output gives \(C=0.1564\). For f electrons the estimate is 53.7, the onset in the model field is 66.0, and the first element in the tabulated configurations has \(Z=58\).

## Verification by program

```python
# Result under test: in a neutral Thomas-Fermi atom, max of r^2 p^2 = (l+1/2)^2
# gives the estimate Z_l = C (2l+1)^3 for the first occupation of angular
# momentum l, with C = (8 b M)^(-3/2), M = max of x*chi(x).
# Atomic units. chi: screening function, x: scaled radius, r = b x Z^(-1/3),
# b = (1/2)(3 pi/4)^(2/3), p: local Fermi momentum, p^2 = 2 Z chi / r,
# F = r^2 p^2 = 2 b Z^(2/3) g, g = x chi, u = ln x, lam = l + 1/2.
# Z_l is a lower bound for binding in this field; true onsets are also computed.
import numpy as np
from scipy.integrate import solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar
from scipy.constants import physical_constants
from pyscf.data.elements import CONFIGURATION

b = 0.5 * (3 * np.pi / 4) ** (2 / 3)
bohr_pm = physical_constants["Bohr radius"][0] * 1e12

# Inward solution for L = ln(x^3 chi) as a function of ln x.  The equation is
# autonomous, so a shift of ln x afterwards enforces chi(0) = 1.
eps = 1e-5
decay = (7 - np.sqrt(73)) / 2


def inward_rhs(u, y):
    return [y[1], np.exp(y[0] / 2) - 12 + 7 * y[1] - y[1] ** 2]


u_end = -45.0
inward = solve_ivp(inward_rhs, (0, u_end), [np.log(144) - eps, -decay * eps],
                   method="DOP853", rtol=1e-11, atol=1e-12, dense_output=True)
assert inward.success
shift = inward.y[0, -1] / 3 - u_end


def g_of_u(u):
    return np.exp(inward.sol(u - shift)[0] - 2 * u)


def chi_of_x(x):
    return g_of_u(np.log(x)) / x


u_max = brentq(lambda u: inward.sol(u - shift)[1] - 2, 0.0, 1.5, xtol=1e-12)
x_max = np.exp(u_max)
M = float(g_of_u(u_max))
C = (8 * b * M) ** -1.5


# Independent outward shooting in t = sqrt(x), y = (chi, d chi/dx).
def outward_rhs(t, y):
    return [2 * t * y[1], 2 * max(y[0], 0.0) ** 1.5]


def chi_zero(t, y):
    return y[0]


def slope_zero(t, y):
    return y[1]


chi_zero.terminal = True
slope_zero.terminal = True
low, high = -1.7, -1.5
for _ in range(36):
    slope = 0.5 * (low + high)
    shot = solve_ivp(outward_rhs, (0, np.sqrt(30)), [1.0, slope],
                     method="DOP853", rtol=1e-10, atol=1e-12,
                     events=[chi_zero, slope_zero])
    if len(shot.t_events[0]):
        low = slope
    elif len(shot.t_events[1]):
        high = slope
    else:
        break
outward = solve_ivp(outward_rhs, (0, 2), [1.0, slope], method="DOP853",
                    rtol=1e-11, atol=1e-13, dense_output=True)
peak = minimize_scalar(lambda x: -x * outward.sol(np.sqrt(x))[0],
                       bounds=(1, 3.5), method="bounded",
                       options={"xatol": 1e-8})
assert abs(-peak.fun - M) < 1e-6
assert abs(peak.x - x_max) < 1e-3


def F_of_u(u, Z):
    return 2 * b * Z ** (2 / 3) * g_of_u(u)


def F_max(Z):
    # Direct search on r^2 p^2, without the scaled maximum M.
    def minus_r2p2(r):
        x = r * Z ** (1 / 3) / b
        return -r ** 2 * (2 * Z * chi_of_x(x) / r)
    scale = b * Z ** (-1 / 3)
    res = minimize_scalar(minus_r2p2, bounds=(0.5 * scale, 5 * scale),
                          method="bounded", options={"xatol": 1e-9})
    return -res.fun, res.x


# The estimate must make the directly searched maximum equal (l+1/2)^2.
for l in range(1, 5):
    assert abs(F_max(C * (2 * l + 1) ** 3)[0] - (l + 0.5) ** 2) < 1e-6

# Electron count from the density, and from the angular-momentum distribution.
Z_ex = 58
u_grid = np.linspace(-16, 16, 6401)
du = u_grid[1] - u_grid[0]
F_grid = F_of_u(u_grid, Z_ex)
r_grid = b * np.exp(u_grid) * Z_ex ** (-1 / 3)
density = (F_grid / r_grid ** 2) ** 1.5 / (3 * np.pi ** 2)
N_density = np.sum(4 * np.pi * r_grid ** 3 * density) * du
assert abs(N_density / Z_ex - 1) < 1e-4
nodes, weights = np.polynomial.legendre.leggauss(200)
lam_top = np.sqrt(F_max(Z_ex)[0])
lams = 0.5 * lam_top * (nodes + 1)


def radial_action(lam):
    return np.sum(np.sqrt(np.maximum(F_grid - lam ** 2, 0))) * du


actions = np.array([radial_action(v) for v in lams])
N_lam = np.sum(weights * 0.5 * lam_top * 4 * lams * actions / np.pi)
assert abs(N_lam / Z_ex - 1) < 1e-3
N_f = 14 / np.pi * radial_action(3.5)

# Curvature of g in ln x at the maximum: formula against finite differences.
g_uu = -2 * M + x_max * M ** 1.5
d = 0.01
g_uu_fd = (g_of_u(u_max + d) - 2 * M + g_of_u(u_max - d)) / d ** 2
assert abs(g_uu - g_uu_fd) < 1e-3

# Zero-energy radial equation in ln r: lowest eigenvalue of -d2/du2 - F.
v_grid = np.linspace(-12, 13, 2501)
dv = v_grid[1] - v_grid[0]
g_grid = g_of_u(v_grid)


def lam2_quantum(Z):
    diag = 2 / dv ** 2 - 2 * b * Z ** (2 / 3) * g_grid
    off = -np.ones(len(v_grid) - 1) / dv ** 2
    return -eigh_tridiagonal(diag, off, eigvals_only=True,
                             select="i", select_range=(0, 0))[0]


def onset_quantum(l):
    Z0 = C * (2 * l + 1) ** 3
    return brentq(lambda Z: lam2_quantum(Z) - (l + 0.5) ** 2,
                  Z0, 4 * Z0, xtol=1e-5)


def onset_harmonic(l):
    a, c = 2 * b * M, np.sqrt(b * abs(g_uu))
    return ((c + np.sqrt(c * c + 4 * a * (l + 0.5) ** 2)) / (2 * a)) ** 3


Z_big = 1e8
ratio_big = ((2 * b * M * Z_big ** (2 / 3) - lam2_quantum(Z_big))
             / np.sqrt(b * Z_big ** (2 / 3) * abs(g_uu)))
assert abs(ratio_big - 1) < 0.02


# Ordinary radial Hamiltonian on a uniform r grid, as an independent check.
def lowest_energy(Z, l, box=20.0, n=4000):
    h = box / (n + 1)
    r = h * np.arange(1, n + 1)
    x = r * Z ** (1 / 3) / b
    diag = 1 / h ** 2 + l * (l + 1) / (2 * r ** 2) - Z * chi_of_x(x) / r
    off = -0.5 * np.ones(n - 1) / h ** 2
    return eigh_tridiagonal(diag, off, eigvals_only=True,
                            select="i", select_range=(0, 0))[0]


onsets = {l: onset_quantum(l) for l in range(1, 5)}
energies = {}
for l in (2, 3):
    energies[l] = [lowest_energy(Z, l) for Z in
                   (C * (2 * l + 1) ** 3, 0.97 * onsets[l], 1.03 * onsets[l])]
    assert energies[l][0] > 0 and energies[l][1] > 0 and energies[l][2] < 0

# First element with an l electron in the tabulated ground configurations.
first = {l: next(Z for Z in range(1, len(CONFIGURATION))
                 if CONFIGURATION[Z][l] > 0) for l in (1, 2, 3)}
for l in first:
    estimate = C * (2 * l + 1) ** 3
    assert estimate < first[l] < 1.25 * estimate

print(f"b = {b:.5f} (dimensionless)")
print(f"initial slope of chi = {slope:.5f} (dimensionless)")
print(f"x at maximum of x*chi = {x_max:.4f} (dimensionless)")
print(f"chi at maximum = {M / x_max:.5f} (dimensionless)")
print(f"M = max x*chi = {M:.5f}; by outward shooting {-peak.fun:.5f}")
print(f"x*chi at x=1: {g_of_u(0.0):.4f}; at x=4: {g_of_u(np.log(4)):.4f}")
print(f"max r^2p^2 / Z^(2/3) = {2 * b * M:.5f} hbar^2")
print(f"coefficient C = {C:.5f} (dimensionless)")
print(f"0.155 relative to C: {100 * (0.155 / C - 1):.2f} percent")
print(f"M that 0.155 would require = {0.155 ** (-2 / 3) / (8 * b):.5f}")
print(f"curvature g_uu = {g_uu:.5f}; finite difference {g_uu_fd:.5f}")
print(f"zero-point coefficient = {np.sqrt(b * abs(g_uu)):.5f} (times Z^(1/3))")
print(f"zero-point ratio exact/harmonic at Z=1e8 = {ratio_big:.4f}")
for Z in (50, Z_ex):
    top, radius = F_max(Z)
    print(f"Z={Z}: max r^2p^2 = {top:.3f} hbar^2 at r = {radius:.4f} bohr")
print(f"radius of maximum at Z={Z_ex}: {F_max(Z_ex)[1] * bohr_pm:.1f} pm")
print(f"required for l=3: (l+1/2)^2 = {3.5 ** 2:.2f} hbar^2")
print(f"electron count at Z={Z_ex}, density: {N_density:.4f} electrons")
print(f"electron count at Z={Z_ex}, lambda integral: {N_lam:.4f} electrons")
print(f"smoothed number of f electrons at Z={Z_ex}: {N_f:.2f} electrons")
for l in range(1, 5):
    print(f"l={l}: estimate Z_l = {C * (2 * l + 1) ** 3:.2f}, "
          f"harmonic onset {onset_harmonic(l):.2f}, "
          f"exact model onset {onsets[l]:.2f}")
for l in first:
    print(f"l={l}: first tabulated Z = {first[l]}, "
          f"Z/(2l+1)^3 = {first[l] / (2 * l + 1) ** 3:.4f}, estimate off by "
          f"{100 * (C * (2 * l + 1) ** 3 / first[l] - 1):.1f} percent")
for l in energies:
    e = energies[l]
    print(f"l={l}: lowest box energy at Z_l {e[0]:.4f}, at 0.97 onset "
          f"{e[1]:.4f}, at 1.03 onset {e[2]:.4f} hartree")
print("success")
```

Running it gives:

```
b = 0.88534 (dimensionless)
initial slope of chi = -1.58807 (dimensionless)
x at maximum of x*chi = 2.1040 (dimensionless)
chi at maximum = 0.23115 (dimensionless)
M = max x*chi = 0.48635; by outward shooting 0.48635
x*chi at x=1: 0.4240; at x=4: 0.4336
max r^2p^2 / Z^(2/3) = 0.86117 hbar^2
coefficient C = 0.15641 (dimensionless)
0.155 relative to C: -0.90 percent
M that 0.155 would require = 0.48930
curvature g_uu = -0.25907; finite difference -0.25906
zero-point coefficient = 0.47892 (times Z^(1/3))
zero-point ratio exact/harmonic at Z=1e8 = 0.9981
Z=50: max r^2p^2 = 11.688 hbar^2 at r = 0.5056 bohr
Z=58: max r^2p^2 = 12.903 hbar^2 at r = 0.4812 bohr
radius of maximum at Z=58: 25.5 pm
required for l=3: (l+1/2)^2 = 12.25 hbar^2
electron count at Z=58, density: 58.0000 electrons
electron count at Z=58, lambda integral: 57.9999 electrons
smoothed number of f electrons at Z=58: 2.50 electrons
l=1: estimate Z_l = 4.22, harmonic onset 7.06, exact model onset 6.62
l=2: estimate Z_l = 19.55, harmonic onset 26.63, exact model onset 25.97
l=3: estimate Z_l = 53.65, harmonic onset 66.92, exact model onset 66.04
l=4: estimate Z_l = 114.03, harmonic onset 135.42, exact model onset 134.31
l=1: first tabulated Z = 5, Z/(2l+1)^3 = 0.1852, estimate off by -15.5 percent
l=2: first tabulated Z = 21, Z/(2l+1)^3 = 0.1680, estimate off by -6.9 percent
l=3: first tabulated Z = 58, Z/(2l+1)^3 = 0.1691, estimate off by -7.5 percent
l=2: lowest box energy at Z_l 0.0382, at 0.97 onset 0.0371, at 1.03 onset -0.0957 hartree
l=3: lowest box energy at Z_l 0.0585, at 0.97 onset 0.0584, at 1.03 onset -0.4182 hartree
success
```
